# Delay of optimally repeated wires: long-wire limit and first corrections: verification in Python

```python
"""
Result under test: the least delay per length of a repeated RC wire is
  2*[0.69*sqrt(R0*C0*r*c) + sqrt(0.69*0.38*R0*(C0+Cp)*r*c)].
r, c   : wire resistance and capacitance per length (ohm/um, fF/um)
R0     : output resistance of a unit repeater (ohm)
C0, Cp : input and output parasitic capacitance of a unit repeater (fF)
l, h   : segment length (um) and repeater size in units
The independent road is an RC ladder solved by eigenmodes.
Products ohm*fF are fs; delays are returned in ps. 1 ps/um = 1000 ps/mm.
"""
import numpy as np
from scipy.constants import c as LIGHT_SPEED
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize

A_LUMP, A_DIST = 0.69, 0.38
WIRE_R, WIRE_C = 10.0, 0.2
R0, C0, CP = 1.0e4, 0.1, 0.1


def delay_terms(l, h, r=WIRE_R, c=WIRE_C, r0=R0, c0=C0, cp=CP):
    """Driver, wire-into-load and distributed terms of one segment, ps."""
    driver = A_LUMP * r0 / h * (c * l + h * (c0 + cp))
    load = A_LUMP * r * l * h * c0
    wire = A_DIST * r * c * l**2
    return np.array([driver, load, wire]) * 1e-3


def model_per_mm(l, h, **kw):
    return 1000 * delay_terms(l, h, **kw).sum() / l


def closed_form(r=WIRE_R, c=WIRE_C, r0=R0, c0=C0, cp=CP):
    """Optimal length (um), size and delay (ps/mm)."""
    l = np.sqrt(A_LUMP * r0 * (c0 + cp) / (A_DIST * r * c))
    h = np.sqrt(r0 * c / (r * c0))
    d = 2 * (A_LUMP * np.sqrt(r0 * c0 * r * c)
             + np.sqrt(A_LUMP * A_DIST * r0 * (c0 + cp) * r * c))
    return l, h, d  # fs/um equals ps/mm


def ladder_modes(rd, cpar, rw, cw, cl, via=0.0, n=60):
    """Decay rates (1/ps) and weights of the far-end step response."""
    res = np.concatenate(([rd, via + rw / (2 * n)],
                          np.full(n - 1, rw / n), [rw / (2 * n) + via]))
    cap = np.concatenate(([cpar], np.full(n, cw / n), [cl]))
    g = 1 / res
    diag = g + np.append(g[1:], 0.0)
    s = np.sqrt(cap)
    rate, vec = eigh_tridiagonal(diag / cap, -g[1:] / (s[:-1] * s[1:]))
    weight = vec[-1] / s[-1] * (vec.T @ s)
    return rate * 1e3, weight


def ladder_delay(rd, cpar, rw, cw, cl, via=0.0):
    """Half-swing delay of the ladder, ps."""
    rate, weight = ladder_modes(rd, cpar, rw, cw, cl, via)
    top = 5e-3 * (rd * (cpar + cw + cl) + (rw + 2 * via) * (cw + cl))
    return brentq(lambda t: 0.5 - weight @ np.exp(-rate * t), 0, top)


def segment_args(l, h, r=WIRE_R, c=WIRE_C):
    return R0 / h, h * CP, r * l, c * l, h * C0


def ladder_per_mm(l, h, r=WIRE_R, c=WIRE_C, via=0.0):
    return 1000 * ladder_delay(*segment_args(l, h, r, c), via) / l


def optimize(func, l_start, h_start):
    """Minimum of func(l, h) by direct search in the logarithms."""
    out = minimize(lambda x: func(*np.exp(x)), np.log([l_start, h_start]),
                   method="Nelder-Mead",
                   options={"xatol": 1e-5, "fatol": 1e-7, "maxiter": 500})
    assert out.success
    return np.exp(out.x[0]), np.exp(out.x[1]), out.fun


def chain_delay(l, h, gain, stages=10):
    """Settled stage delay (ps) when repeaters have finite voltage gain."""
    dt = 0.02
    t = np.arange(0, 120, dt)
    rate, weight = ladder_modes(*segment_args(l, h))
    kernel = 1 - np.exp(-np.outer(t + dt / 2, rate)) @ weight
    drive = np.ones_like(t)
    crossings = []
    for _ in range(stages):
        v = np.convolve(np.diff(drive, prepend=0.0), kernel)[:t.size]
        k = int(np.argmax(v > 0.5))
        assert k > 0
        crossings.append(t[k - 1] + dt * (0.5 - v[k - 1]) / (v[k] - v[k - 1]))
        drive = 0.5 + 0.5 * np.tanh(2 * gain * (v - 0.5)) / np.tanh(gain)
    return crossings[-1] - crossings[-2]


# Coefficients from the diffusion series and from limits of the ladder
m = np.arange(60)


def open_end(t):
    q = 2 * m + 1
    return 1 - 4 / np.pi * np.sum((-1.0)**m / q
                                  * np.exp(-(q * np.pi / 2)**2 * t))


coef_dist = brentq(lambda t: open_end(t) - 0.5, 0.1, 1.0)
coef_ladder = ladder_delay(0.1, 1e-4, 1000.0, 1.0, 1e-4)
coef_lump = ladder_delay(1e6, 1e-4, 1000.0, 1.0, 1e-4) / 1000
assert abs(coef_dist / A_DIST - 1) < 0.01
assert abs(coef_ladder / coef_dist - 1) < 0.005
assert abs(coef_lump / A_LUMP - 1) < 0.01

# Closed-form optimum against direct search, for two splits of R0*C0
l_opt, h_opt, d_opt = closed_form()
l_num, h_num, d_num = optimize(model_per_mm, 100.0, 20.0)
assert abs(l_num / l_opt - 1) < 1e-3 and abs(h_num / h_opt - 1) < 1e-3
assert abs(d_num / d_opt - 1) < 1e-6
l_alt, h_alt, d_alt = optimize(
    lambda l, h: model_per_mm(l, h, r0=5e3, c0=0.2, cp=0.2), 100.0, 20.0)
assert abs(d_alt / d_opt - 1) < 1e-6 and abs(l_alt / l_opt - 1) < 1e-3
assert abs(h_alt / h_opt - 0.5) < 1e-3

# First moment of the ladder response against the resistance-path sum
rd, cpar, rw, cw, cl = segment_args(l_opt, h_opt)
rate, weight = ladder_modes(rd, cpar, rw, cw, cl)
moment = np.sum(weight / rate)
path_sum = 1e-3 * (rd * (cpar + cw + cl) + rw * (cw / 2 + cl))
assert abs(moment / path_sum - 1) < 1e-6

# Delay estimate against the ladder, at the same design and at its optimum
d_ladder = ladder_per_mm(l_opt, h_opt)
l_lad, h_lad, d_lad = optimize(ladder_per_mm, l_opt, h_opt)
assert abs(d_opt / d_ladder - 1) < 0.10  # the delay sum is approximate
assert abs(d_opt / d_lad - 1) < 0.10
d_lad4 = optimize(lambda l, h: ladder_per_mm(l, h, r=4 * WIRE_R),
                  l_opt, h_opt)[2]
assert abs(d_lad4 / d_lad - 2) < 1e-3

# Half-power sensitivity in a fixed layout, and added capacitance
eps = 1e-4
sens = []
for key, val in (("r", WIRE_R), ("c", WIRE_C)):
    up = model_per_mm(l_opt, h_opt, **{key: val * (1 + eps)})
    dn = model_per_mm(l_opt, h_opt, **{key: val * (1 - eps)})
    sens.append((up - dn) / (2 * eps * d_opt))
assert np.allclose(sens, 0.5, atol=1e-6)
rep_cap = h_num * (C0 + CP) / l_num
assert abs(rep_cap / (WIRE_C * np.sqrt(A_DIST * (1 + CP / C0) / A_LUMP))
           - 1) < 2e-3

# Whole number of segments, doubled spacing, no repeaters, no parasitic
counts = np.arange(1, 61)
per_count = [model_per_mm(1000 / k, h_opt) for k in counts]
best_count = int(counts[np.argmin(per_count)])
d_double = model_per_mm(2 * l_opt, h_opt)
d_bare = delay_terms(1000.0, h_opt).sum()
d_nopar = closed_form(cp=0.0)[2]

# Neglected effects, with rough inputs
GAIN, VIA_R = 5.0, 20.0
TEMP_COEF, TEMP_RISE = 0.003, 80.0
COUPLED_PART, EPS_R = 0.6, 3.0
RHO, ASPECT = 4.0, 2.0              # uohm cm, height over width
SUPPLY, CLOCK, ACTIVITY = 0.7, 3e9, 0.1
step_delay = ladder_delay(*segment_args(l_opt, h_opt))
assert abs(chain_delay(l_opt, h_opt, 100.0) / step_delay - 1) < 0.02
slope_delay = chain_delay(l_opt, h_opt, GAIN)
d_via = ladder_per_mm(l_opt, h_opt, via=VIA_R)
d_hot = ladder_per_mm(l_opt, h_opt, r=WIRE_R * (1 + TEMP_COEF * TEMP_RISE))
d_cross = ladder_per_mm(l_opt, h_opt, c=WIRE_C * (1 + COUPLED_PART))
flight = np.sqrt(EPS_R) / LIGHT_SPEED * 1e9      # ps per mm
z0 = flight * 1e-12 / (WIRE_C * 1e-15 * 1000)    # ohm
damping = rw / (2 * z0)
area = RHO * 0.01 / WIRE_R * 1e6                 # nm^2
width = np.sqrt(area / ASPECT)
charge = (cw + cl) * 1e-15 * SUPPLY
j_avg = charge * CLOCK * ACTIVITY / (area * 1e-14) / 1e6


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def pct(new, old):
    return 100 * (new / old - 1)


terms = delay_terms(l_opt, h_opt)
show("wire resistance r", WIRE_R, "ohm/um", 1)
show("wire capacitance c", WIRE_C, "fF/um", 1)
show("unit repeater R0", R0, "ohm", 0)
show("unit input capacitance C0", C0, "fF", 1)
show("unit output parasitic Cp", CP, "fF", 1)
show("R0*C0", R0 * C0 * 1e-3, "ps")
show("r*c", WIRE_R * WIRE_C, "fs/um^2")
show("sqrt(R0*C0*r*c)", np.sqrt(R0 * C0 * WIRE_R * WIRE_C), "ps/mm")
show("distributed coefficient, series", coef_dist, "", 4)
show("lumped coefficient, ladder limit", coef_lump, "", 4)
show("optimal segment length", l_opt, "um")
show("optimal repeater size", h_opt, "units")
show("repeater output resistance", rd, "ohm", 1)
show("repeater input capacitance", cl, "fF")
show("segment wire resistance", rw, "ohm", 1)
show("segment wire capacitance", cw, "fF")
show("driver term", terms[0], "ps", 3)
show("wire-into-load term", terms[1], "ps", 3)
show("distributed wire term", terms[2], "ps", 3)
show("segment delay", terms.sum(), "ps", 3)
show("OPTIMAL DELAY, formula", d_opt, "ps/mm", 1)
show("prefactor of sqrt(R0*C0*r*c)",
     d_opt / np.sqrt(R0 * C0 * WIRE_R * WIRE_C), "", 3)
show("same without output parasitic", d_nopar, "ps/mm", 1)
show("ladder delay at formula design", d_ladder, "ps/mm", 1)
show("ladder delay at its own optimum", d_lad, "ps/mm", 1)
show("ladder optimal length", l_lad, "um", 1)
show("ladder optimal size", h_lad, "units", 1)
show("best whole number of segments in 1 mm", best_count, "", 0)
show("delay with that number", min(per_count), "ps/mm", 2)
show("delay at doubled spacing", d_double, "ps/mm", 1)
show("1 mm wire in one segment, same repeater", d_bare, "ps", 0)
show("repeater capacitance per wire length", rep_cap, "fF/um", 3)
show("sensitivity dln(delay)/dln(r), fixed layout", sens[0], "", 3)
show("sensitivity dln(delay)/dln(c), fixed layout", sens[1], "", 3)
show("assumed repeater voltage gain (rough)", GAIN, "", 0)
show("delay change from finite gain", pct(slope_delay, step_delay), "%", 1)
show("assumed via stack at each end (rough)", VIA_R, "ohm", 0)
show("delay change from vias", pct(d_via, d_ladder), "%", 1)
show("assumed resistance rise (rough)", 100 * TEMP_COEF, "%/K", 1)
show("assumed temperature rise", TEMP_RISE, "K", 0)
show("delay change from hot wire", pct(d_hot, d_ladder), "%", 1)
show("assumed coupled part of c (rough)", COUPLED_PART, "", 1)
show("delay change, neighbours opposed", pct(d_cross, d_ladder), "%", 1)
show("assumed relative permittivity (rough)", EPS_R, "", 1)
show("time of flight", flight, "ps/mm")
show("lossless line impedance", z0, "ohm", 1)
show("damping ratio R/(2 Z0) of a segment", damping, "", 1)
show("assumed effective resistivity (rough)", RHO, "uohm cm", 1)
show("assumed height/width", ASPECT, "", 1)
show("implied wire width", width, "nm", 0)
show("assumed supply", SUPPLY, "V", 1)
show("assumed clock", CLOCK / 1e9, "GHz", 1)
show("assumed transitions per clock cycle", ACTIVITY, "", 1)
show("average rectified current density", j_avg, "MA/cm2", 3)
print("tests ok")
```

It prints:

```
wire resistance r: 10.0 ohm/um
wire capacitance c: 0.2 fF/um
unit repeater R0: 10000 ohm
unit input capacitance C0: 0.1 fF
unit output parasitic Cp: 0.1 fF
R0*C0: 1.00 ps
r*c: 2.00 fs/um^2
sqrt(R0*C0*r*c): 44.72 ps/mm
distributed coefficient, series: 0.3787
lumped coefficient, ladder limit: 0.6937
optimal segment length: 42.61 um
optimal repeater size: 44.72 units
repeater output resistance: 223.6 ohm
repeater input capacitance: 4.47 fF
segment wire resistance: 426.1 ohm
segment wire capacitance: 8.52 fF
driver term: 2.695 ps
wire-into-load term: 1.315 ps
distributed wire term: 1.380 ps
segment delay: 5.390 ps
OPTIMAL DELAY, formula: 126.5 ps/mm
prefactor of sqrt(R0*C0*r*c): 2.828
same without output parasitic: 107.5 ps/mm
ladder delay at formula design: 134.4 ps/mm
ladder delay at its own optimum: 134.4 ps/mm
ladder optimal length: 43.2 um
ladder optimal size: 42.4 units
best whole number of segments in 1 mm: 23
delay with that number: 126.50 ps/mm
delay at doubled spacing: 142.7 ps/mm
1 mm wire in one segment, same repeater: 823 ps
repeater capacitance per wire length: 0.210 fF/um
sensitivity dln(delay)/dln(r), fixed layout: 0.500
sensitivity dln(delay)/dln(c), fixed layout: 0.500
assumed repeater voltage gain (rough): 5
delay change from finite gain: 3.7 %
assumed via stack at each end (rough): 20 ohm
delay change from vias: 4.7 %
assumed resistance rise (rough): 0.3 %/K
assumed temperature rise: 80 K
delay change from hot wire: 12.1 %
assumed coupled part of c (rough): 0.6
delay change, neighbours opposed: 29.0 %
assumed relative permittivity (rough): 3.0
time of flight: 5.78 ps/mm
lossless line impedance: 28.9 ohm
damping ratio R/(2 Z0) of a segment: 7.4
assumed effective resistivity (rough): 4.0 uohm cm
assumed height/width: 2.0
implied wire width: 45 nm
assumed supply: 0.7 V
assumed clock: 3.0 GHz
assumed transitions per clock cycle: 0.1
average rectified current density: 0.068 MA/cm2
tests ok
```
